\section*{Torsion-Independent Hyperconjugation Between a Methyl Group and an Empty Metal p Orbital}

\section{Methyl torsion and an empty metal p orbital}

Suppose that one looks at a single C--H bond of a methyl group attached to a metal with an empty p orbital. When the bond lies in the plane of that orbital, meaning the plane that contains both the orbital's axis and the metal--carbon axis, it donates electron density; a quarter turn later it donates none. For methylalane, CH$_3$AlH$_2$, the Hartree--Fock calculation below puts the energy of this one donation at 0.33~eV, almost thirteen times $k_BT$ at 300~K. An estimate that stops there predicts a methyl group locked in place. The prediction is wrong because the other two C--H bonds gain what the first one loses. The sum must be taken before any statement about torsion is made.

\subsection{The model and the origin of the cosine}

Let the M--C axis be the $z$ axis and let the empty p orbital point along $x$. The methyl group turns rigidly. The angle about $z$ from the p axis to C--H bond $k$ is
\begin{equation}
\theta_k=\phi+\frac{2\pi k}{3},\qquad k=0,1,2, \label{eq:angles}
\end{equation}
where $\phi$ is the torsion. The three bond orbitals $\sigma_k$ and the orbital $p$ are taken as orthonormal. Each $\sigma_k$ holds two electrons and has energy $\alpha$; $p$ is empty and has energy $\varepsilon_p>\alpha$. The effective one-electron operator is $F$, and the couplings are $\beta_k=\langle p|F|\sigma_k\rangle$. This is a mean-field description.

The angular form of $\beta_k$ follows from symmetry if $F$ is unchanged by rotations about $z$ and by reflections in planes containing $z$. In cylindrical coordinates $(\rho,\chi,z)$ the p orbital is $f(\rho,z)\cos\chi$. Rotational symmetry keeps its azimuthal numbers $\pm1$, and reflection in the $xz$ plane prevents $\cos\chi$ from turning into $\sin\chi$, so $Fp=\tilde f(\rho,z)\cos\chi$. A bond orbital at angle $\theta$ is symmetric about its own H--C--M plane and therefore contains only cosines of $\chi-\theta$:
\begin{equation}
\sigma_\theta=\sum_{m\ge0}g_m(\rho,z)\cos m(\chi-\theta). \label{eq:bond}
\end{equation}
Since $\cos m(\chi-\theta)=\cos m\chi\cos m\theta+\sin m\chi\sin m\theta$, orthogonality of the circular functions gives
\begin{equation}
\int_0^{2\pi}\cos\chi\,\cos m(\chi-\theta)\,d\chi=\pi\,\delta_{m1}\cos\theta .
\end{equation}
Only $g_1$ contributes, and
\begin{equation}
\beta(\theta)=\beta_0\cos\theta,\qquad
\beta_0=\pi\int\!\!\int \tilde f\,g_1\,\rho\,d\rho\,dz. \label{eq:cosine}
\end{equation}
The bond orbital may have any shape that respects its mirror plane. The derivation does, however, rely on the axial symmetry of $F$.

A numerical integration shows both sides of this condition. Take, in arbitrary length units, $p=x\,e^{-0.3(x^2+y^2+z^2)}$, the lobe $e^{-0.6(x-1)^2-0.9y^2-0.5(z-2-0.3x)^2}$ turned about $z$, and the axial operator $e^{-0.1(x^2+y^2)}(1+0.2z)$. At turns of 0, 25, 50, 75, 110 and 160 degrees the coupling, divided by its value at zero, follows the cosine to rounding error. Multiplying the operator by $1+0.3(x^2-y^2)$ produces a departure of up to 0.09. The reason is that $x^2-y^2=\rho^2\cos2\chi$ and $\cos\chi\cos2\chi=\tfrac12(\cos\chi+\cos3\chi)$: a third harmonic enters.

\subsection{The second-order energy}

Write an orbital of the coupled system as $\sum_kc_k\sigma_k+c_pp$, with energy $\lambda$. For the moment the bonds do not couple to one another. The eigenvalue equations are
\begin{align}
(\alpha-\lambda)c_k+\beta_kc_p&=0, \label{eq:ck}\\
\sum_l\beta_lc_l+(\varepsilon_p-\lambda)c_p&=0. \label{eq:cp}
\end{align}
Equation \eqref{eq:cp} gives $c_p=-\sum_l\beta_lc_l/(\varepsilon_p-\lambda)$. For the filled levels $\lambda$ differs from $\alpha$ by a quantity of order $\beta_0^2$, so to leading order the denominator is the gap $\Delta=\varepsilon_p-\alpha$. Inserting this in \eqref{eq:ck},
\begin{equation}
\sum_l\left(\alpha\,\delta_{kl}-\frac{\beta_k\beta_l}{\Delta}\right)c_l=\lambda c_k .
\end{equation}
The sum of the three filled levels is the trace of this $3\times3$ matrix, so its off-diagonal elements drop out. With two electrons in each level the energy change is
\begin{equation}
E_2=-\frac{2}{\Delta}\sum_{k}\beta_k^2
=-\frac{2\beta_0^2}{\Delta}\sum_k\cos^2\theta_k. \label{eq:e2}
\end{equation}

The remaining sum is evaluated with $\cos^2\theta=\tfrac12(1+\cos2\theta)$:
\begin{equation}
\sum_k\cos^2\theta_k=\frac32+\frac12\,\mathrm{Re}\left[e^{2i\phi}\left(1+q+q^2\right)\right],\qquad q=e^{4\pi i/3}. \label{eq:sum}
\end{equation}
Because $q^3=1$ and $q\neq1$, the bracket $1+q+q^2=(q^3-1)/(q-1)$ vanishes. Hence
\begin{equation}
E_2=-\frac{3\beta_0^2}{\Delta}\qquad\text{for every }\phi. \label{eq:result}
\end{equation}

The shares do change. At $\phi=0$ the three values of $\cos^2\theta_k$ are $1,\tfrac14,\tfrac14$; at $\phi=30^\circ$ they are $\tfrac34,\tfrac34,0$. Both sets add to $\tfrac32$. Torsion redistributes the donation among the bonds without changing its total. Two of the three bonds would not suffice: their sum is $\tfrac32-\cos^2\theta$ of the missing bond, which varies by a full unit.

\subsection{Beyond second order}

The constancy does not depend on weak coupling within this model. Allow also an equal coupling $t$ between each pair of bonds. The same geometric-sum argument, now with $e^{2\pi i/3}$, gives $\sum_k\beta_k=0$. Acting with the bond--bond block on the vector $(\beta_k)$ therefore yields
\begin{equation}
\alpha\beta_k+t\sum_{l\ne k}\beta_l=\alpha\beta_k+t(0-\beta_k)=(\alpha-t)\beta_k .
\end{equation}
The vector belongs to the degenerate $e$ pair at energy $\varepsilon_e=\alpha-t$. The normalized combination that meets the p orbital is
\begin{equation}
\sigma_e=\sqrt{\tfrac23}\sum_k\cos\theta_k\,\sigma_k,\qquad
g=|\langle p|F|\sigma_e\rangle|=\sqrt{\tfrac32}\,|\beta_0| , \label{eq:g}
\end{equation}
where \eqref{eq:sum} supplies the norm. The other two combinations are orthogonal to $(\beta_k)$ and do not couple to $p$. What remains is a two-level problem with gap
\begin{equation}
\Delta=\varepsilon_p-\varepsilon_e=\varepsilon_p-\alpha+t, \label{eq:gap}
\end{equation}
the general meaning of $\Delta$ from here on. Its lower root is $\tfrac12(\varepsilon_e+\varepsilon_p)-\tfrac12\sqrt{\Delta^2+4g^2}$. Subtracting $\varepsilon_e$ and doubling for two electrons,
\begin{equation}
E=\Delta-\sqrt{\Delta^2+6\beta_0^2}
=-\frac{3\beta_0^2}{\Delta}+\frac{9\beta_0^4}{2\Delta^3}-\cdots . \label{eq:closed}
\end{equation}
The torsion has disappeared from the gap and from the coupling, hence from $E$. The electron count assumes that the upper root lies above the three filled levels. The first term of \eqref{eq:closed} is \eqref{eq:result}; the second reduces its magnitude by the fraction $3\beta_0^2/(2\Delta^2)$.

Equation \eqref{eq:g} also gives the physical picture. An $e$ pair behaves about the axis like a pair of p orbitals: whatever the torsion, one combination in it points along the empty orbital. To leading order this combination acquires a p amplitude of magnitude $g/\Delta$, so the population transferred to the metal, $2g^2/\Delta^2=3\beta_0^2/\Delta^2$, is independent of torsion too.

\subsection{Conditions under which the result fails}

\paragraph{Additional harmonics.} Let the three bonds remain equivalent, with a common gap, but let the coupling be a general even function, $\beta(\theta)=\sum_mb_m\cos m\theta$. Squaring and using the product formula for cosines,
\begin{equation}
\sum_k\beta_k^2=\frac12\sum_{m,n}b_mb_n\sum_k\left[\cos(m+n)\theta_k+\cos(m-n)\theta_k\right]. \label{eq:harm}
\end{equation}
The sum $\sum_k\cos N\theta_k$ equals $3\cos N\phi$ when $N$ is a multiple of three and zero otherwise.

If a half-turn about M--C leaves the rest of the metal group unchanged, it reverses the sign of $p$, so $\beta(\theta+\pi)=-\beta(\theta)$ and all $m$ are odd. Then $m\pm n$ is even, and the lowest torsional term has $N=6$. With $b_1,b_3,b_5$ present, $m+n=6$ arises from $(1,5)$, $(5,1)$ and $(3,3)$, which gives
\begin{equation}
\sum_k\beta_k^2=\text{const}+\left(3b_1b_5+\tfrac32b_3^2\right)\cos6\phi .
\end{equation}
A third harmonic alone thus acts only through its square. If the metal group lacks the half-turn symmetry, for instance because it is pyramidal, a second harmonic is allowed. The pairs $(1,2)$ and $(2,1)$ then give $3b_1b_2\cos3\phi$, a threefold term linear in the small quantity $b_2$.

\paragraph{Inequivalent bonds.} Define the strength of a bond as $w=\beta_0^2/\Delta$, and let bond $0$ have a different strength $w_1$. With no coupling between bonds, \eqref{eq:e2} becomes
\begin{equation}
E_2=-2\left[w_1\cos^2\phi+w\left(\tfrac32-\cos^2\phi\right)\right]
=-3w-2(w_1-w)\cos^2\phi . \label{eq:unequal}
\end{equation}
A twofold barrier $2|w_1-w|$ appears. If $w_1>w$, the stronger donor prefers the plane of the p orbital; if $w_1<w$, it avoids it.

\subsection{Methylalane}

Monomeric CH$_3$AlH$_2$ has a planar C--AlH$_2$ group with an empty Al 3p orbital perpendicular to that plane. It was treated by restricted Hartree--Fock theory in the def2-SVP basis, with Al--C, Al--H and C--H lengths of 1.96, 1.58 and 1.09~\AA, an Al--C--H angle of $111^\circ$ and a C--Al--H angle of $120^\circ$. These are chosen round values, held fixed while the methyl group turns. The level of theory omits electron correlation.

The orbitals of the model were obtained from intrinsic atomic orbitals, a minimal atom-like set that spans the occupied space. After the core orbitals were projected out, the Al 3p orbital was removed and the Fock matrix diagonalized in what remained. The six lowest orbitals, which contain no 3p component, were combined into bond orbitals, and their Fock matrix elements with 3p are the $\beta_k$.

At $\phi=0$ the couplings to the C--H bonds are $-1.628$, $0.814$ and $0.814$~eV, in the ratio $1:-\tfrac12:-\tfrac12$ required by \eqref{eq:cosine}. At $\phi=30^\circ$ they are $-1.410$, $1.410$ and $0$~eV. Over torsions of 0, 10, 20 and 30 degrees the largest departure from the cosine is 0.02\% of $|\beta_0|$. Axial symmetry is absent here, since the two Al--H bonds define a plane, so this accuracy is not guaranteed by the derivation; it shows that the extra harmonics are very weak in this molecule.

The 3p level lies at 1.58~eV and the $e$ combination at $-14.56$~eV, so $\Delta=16.14$~eV and $|\beta_0|/\Delta=0.10$. Equation \eqref{eq:result} gives
\begin{equation}
E_2=-\frac{3(1.628)^2}{16.14}\ \text{eV}=-0.493\ \text{eV}\quad(-47.5\ \text{kJ/mol}).
\end{equation}
The shares at $\phi=0$ are $-0.328$, $-0.082$ and $-0.082$~eV; at $30^\circ$ they are $-0.246$, $-0.246$ and $0$~eV. The sum varies by 0.01~meV over the four torsions. The transferred population estimated from $3\beta_0^2/\Delta^2$ is about 0.03 electron.

The closed form \eqref{eq:closed} gives $16.14-\sqrt{16.14^2+6(1.628)^2}=-0.485$~eV, so the higher orders remove about 1.5\% of the second-order value. A measure that does not use the two-level formula is the deletion energy: twice the difference between the sums of occupied orbital energies with and without the 3p orbital, for the same Fock matrix. It is $-0.486$~eV and also varies by 0.01~meV. It includes mixing of 3p with the empty antibonding orbitals, which the two-level model omits. Without that mixing the deletion energy at $\phi=0$ becomes $-0.485$~eV, so it accounts for the remaining 1~meV. Both energies depend on how the orbitals are defined and neither is an observable. In the larger def2-TZVP basis the second-order energy is $-0.495$~eV and the deletion energy $-0.488$~eV, shifts of about 2~meV.

The C--H bond energies differ among themselves by up to 0.046~eV, yet the sum stays constant. A difference that follows orientation, $\alpha_k=\alpha+a\cos2\theta_k$, would behave in this way. To first order in $a$ it changes the sum in \eqref{eq:e2} in proportion to
\begin{equation}
\sum_k\cos^2\theta_k\cos2\theta_k=\sum_k\left(\tfrac12\cos2\theta_k+\tfrac14+\tfrac14\cos4\theta_k\right)=\tfrac34 ,
\end{equation}
which is free of $\phi$. The computed bond energies at torsions of 0, 10 and 20 degrees follow this form within 0.4~meV, with $a=0.027$~eV. The Al--C and Al--H bonds couple to 3p by at most 0.006~eV, which is negligible beside $\beta_0$.

\subsection{The whole barrier and real precursors}

Constancy of $E_2$ does not imply a vanishing torsional barrier, since repulsion between bonds and donation into other orbitals also contribute. For planar AlH$_2$, however, the threefold symmetry of the methyl group and the twofold symmetry of the metal group together force the total energy to repeat every $60^\circ$. The computed total energy varies by only 0.006~meV over the four torsions, against $k_BT=25.9$~meV at 300~K. In the def2-TZVP basis the energies at 0 and 30 degrees differ by 0.014~meV, so only the smallness of this variation is established, not its value. In this rigid model the methyl group is a nearly free rotor, although hyperconjugation amounts to about half an electronvolt on the Hartree--Fock orbital-energy scale. On the total-energy scale it is smaller: excluding the 3p orbital and letting the other orbitals readjust within the same minimal set raises the Hartree--Fock energy by 0.33~eV in the def2-SVP basis, at torsions of 0 and 30 degrees alike; this is the value for all three bonds together, and its agreement with the single-bond share quoted at the start is accidental. If the two Al--H bonds may bend together out of the plane in response to the torsion, with all else rigid, a sixfold variation of 0.05 to 0.06~meV from minimum to maximum appears at the Hartree--Fock level in the def2-SVP basis, still far below $k_BT$.

Small losses of symmetry matter far more. Bending both Al--H bonds $10^\circ$ out of the plane, with lengths fixed, makes the total energies at $\phi=0$ and $60^\circ$ differ by 9.4~meV. In the def2-TZVP basis the difference is 8.0~meV; with second-order M{\o}ller--Plesset correlation in the def2-SVP basis it is 10.4~meV with all electrons correlated and 10.3~meV with a frozen core. The figure is therefore uncertain by at least 1.4~meV. The Hartree--Fock difference contains every contribution to the total energy, not hyperconjugation alone. A 5\% difference in the strength of one C--H bond gives, by \eqref{eq:unequal}, a barrier of $2(0.05)(1.628)^2/16.14$~eV, or 16~meV. Both are below $k_BT$ at 300~K but exceed the planar variation by a factor of several hundred or more in either basis.

Methylalane serves here as a small model for the monomer of trimethylaluminium, a common precursor for depositing aluminium oxide. In that monomer three methyl groups share one empty p orbital. With the same Al--C and C--H lengths and Al--C--H angle, and one C--H bond of each methyl group in the AlC$_3$ plane, the Hartree--Fock deletion energy in the def2-SVP basis is $-1.49$~eV, or $-0.50$~eV per methyl group, close to the value for methylalane. The gap and the coupling depend on the method. With the PBE density functional in the def2-SVP basis, the gap of methylalane falls to 7.31~eV and $|\beta_0|$ to 0.913~eV, which gives $E_2=-0.342$~eV. The size of the donation thus changes by about 30\%, but its values at torsions of 0 and 30 degrees still agree within 0.1~meV. In the trimethylaluminium monomer the other two methyl groups can break the half-turn symmetry about a given Al--C axis, which admits a threefold term. When each of those two groups has one C--H bond in the AlC$_3$ plane, both turned in the same sense, the two in-plane orientations of the third group differ by about 4~meV in Hartree--Fock total energy (def2-SVP basis, rigid geometry). Dimerization removes the basis of the model itself. Near room temperature trimethylaluminium is largely a methyl-bridged dimer, in which bridge bonding uses the metal orbital assumed empty here. Equation \eqref{eq:result} then does not describe the terminal methyl groups, and its value should not be carried over to them.

\section*{Table of computed values}
\begin{verbatim}
CH3AlH2, RHF/def2-SVP, rigid methyl rotation
Al-C, Al-H, C-H lengths: 1.96, 1.58, 1.09 angstrom
Al-C-H and C-Al-H angles: 111.0, 120.0 degrees
quadrature, cosine error, axial operator: 3.4e-15
quadrature, cosine error, non-axial operator: 0.091
torsion 0 deg: couplings [-1.628  0.814  0.814] eV
  second-order shares [-0.3284 -0.082  -0.082 ] eV, sum -0.4925 eV
  one-electron deletion energy -0.4863 eV
torsion 10 deg: couplings [-1.603  1.046  0.556] eV
  second-order shares [-0.3185 -0.1356 -0.0384] eV, sum -0.4925 eV
  one-electron deletion energy -0.4863 eV
torsion 20 deg: couplings [-1.53   1.247  0.283] eV
  second-order shares [-0.29   -0.1926 -0.0099] eV, sum -0.4925 eV
  one-electron deletion energy -0.4863 eV
torsion 30 deg: couplings [-1.41  1.41 -0.  ] eV
  second-order shares [-0.2462 -0.2462 -0.    ] eV, sum -0.4925 eV
  one-electron deletion energy -0.4863 eV
fitted beta0: -1.628 eV
largest departure from cosine / |beta0|: 0.02 %
p orbital energy, torsion 0: 1.58 eV
e combination energy, torsion 0: -14.56 eV
mean gap: 16.14 eV
|beta0|/gap: 0.101
second-order energy -3 beta0^2/gap: -0.4925 eV
  the same: -47.5 kJ/mol
two-level energy, all orders: -0.4852 eV
mean deletion energy: -0.4863 eV
variation of second-order sum: 0.01 meV
variation of deletion energy: 0.01 meV
largest spread of C-H bond energies: 0.046 eV
largest coupling of other bonds to p: 0.006 eV
total RHF variation, planar AlH2: 0.006 meV
total RHF variation, AlH2 bent 10 deg: 9.41 meV
barrier if one bond strength differs by 5 %: 16.42 meV
kT at 300 K: 25.85 meV
\end{verbatim}
